**Missing polarisation energy of a charged defect in a flake: numerical test**

The program tests $D=\dfrac{q^2r_0}{4R^2}(1+c)$ with $c=\dfrac{2r_0}{\pi R}\left[\ln\dfrac{8R}{r_0}+\gamma-\dfrac53\right]$, where $D$ is the polarisation energy in the flake minus that in the infinite monolayer, $q$ the charge, $R$ the flake radius, $r_0$ the screening length and $\gamma$ Euler's constant. It minimises the energy of the flake in a Legendre basis, subtracts the sheet energy found from a Fourier integral, and asserts that the remainder is below $2c^2$ for six radii from 100 to 4000 Å. It also asserts the identity that expresses $D$ through the fields outside the flake, the Coulomb potential of a basis density, the sum and the Wiener-Hopf factor behind $c$, the integral behind the leading term for a displaced defect, and the law for a substrate. Convergence with the basis and independence of the charge spread are asserted as well. For $q=1\,e$, $r_0=10$ Å and $R=100$ Å the full solution gives 0.004359 eV, the formula 0.004354 eV and the leading term 0.003600 eV. At $R=4000$ Å the ratio of the full solution to the leading term is 1.01118, against 1.01111 from the formula. One printed line repeats that radius with a much narrower charge and gives 1.01200. By the field identity $D$ should hardly depend on the width of the charge, so this departure is taken to be numerical. The two energies are then far larger than their difference, and a loss of accuracy in the subtraction is the likely cause, though this was not tested separately.

## Verification by program

```python
"""
Result under test: a charge q at the centre of an insulating disc (flake) of
radius R and screening length r0 has a polarisation energy that lies above that
of the infinite monolayer by
    D = q^2 r0/(4 R^2) * (1 + c),
    c = (2 r0/(pi R)) * (ln(8 R/r0) + gamma - 5/3),   r0 << R.
Symbols: polarisability per area = r0/(2 pi) (Gaussian units), s = spread of
the defect charge, kappa = mean permittivity of the surroundings,
gamma = Euler's constant. The solver works with R = 1 and q = 1.
The charge has the Fourier shape exp(-k^2 s^2/2) (1 + k^2 s^2/2): its second
moment is zero, so that its far field is that of a point charge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import cho_factor, cho_solve, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import (roots_legendre, i0e, i1e, ellipkm1, ellipe, struve,
                           y1, jn_zeros, eval_legendre)


def edge_correction(r0_over_R):
    """Relative correction c to the leading term."""
    return 2*r0_over_R/np.pi*(np.log(8/r0_over_R) + np.euler_gamma - 5/3)


def solve_flake(r0, s, kappa=1.0, n_basis=400):
    """Minimise the polarisation energy of the disc.
    Induced density = sum_n a_n P_2n(x)/x with x = sqrt(1-r^2), n >= 1,
    which carries no net charge.
    Returns energy, nodes x, weights, and density times x at the nodes."""
    t, wt = roots_legendre(2*n_basis + 10)
    x, w = (1 + t)/2, wt/2
    r2 = (1 - t)/2*(1 + x)
    dens = np.empty((n_basis, x.size))
    pol = np.empty((n_basis, x.size))
    p_even, p_odd, dp = np.ones_like(x), x.copy(), np.zeros_like(x)
    value_at_zero, coulomb = 1.0, np.empty(n_basis)
    for n in range(1, n_basis + 1):
        m = 2*n
        dp = dp + (2*m - 1)*p_odd
        p_even = ((2*m - 1)*x*p_odd - (m - 1)*p_even)/m
        p_odd = ((2*m + 1)*x*p_even - m*p_odd)/(m + 1)
        dens[n-1] = p_even
        pol[n-1] = np.sqrt(r2)*dp/(m*(m + 1))
        value_at_zero *= (m - 1)/m
        coulomb[n-1] = 2*np.pi*(np.pi*value_at_zero)**2/(2*m + 1)/kappa
    alpha = r0/(2*np.pi)
    weighted = pol*np.sqrt(2*np.pi*x*w/alpha)
    matrix = weighted @ weighted.T
    matrix[np.diag_indices(n_basis)] += coulomb
    u = r2/(4*s*s)
    phi_ext = np.sqrt(np.pi/2)/s*(1.5*i0e(u) - u*(i0e(u) - i1e(u)))/kappa
    source = 2*np.pi*(dens @ (w*phi_ext))
    coef = -cho_solve(cho_factor(matrix), source)
    return 0.5*source @ coef, x, w, coef @ dens


def sheet_energy(r0, s, kappa=1.0):
    """Polarisation energy of the infinite monolayer from its k integral."""
    g = r0/(kappa*s)
    val = quad(lambda t: t*np.exp(-t*t)*(1 + t*t/2)**2/(1 + g*t), 0, 9,
               epsabs=1e-14, epsrel=1e-13, limit=200)[0]
    return -0.5*r0/(kappa*s)**2*val


def missing_energy(r0, s, kappa=1.0, n_basis=400):
    return solve_flake(r0, s, kappa, n_basis)[0] - sheet_energy(r0, s, kappa)


# ---- inputs of the example (rough values, wide-gap monolayer) ----
r0_A, R_A, s_A = 10.0, 100.0, 2.0
coul = const.e/(4*np.pi*const.epsilon_0)*1e10            # eV angstrom
hb2m = const.hbar**2/(2*const.m_e)/const.e*1e20          # eV angstrom^2
eps = r0_A/R_A
broad = 0.03                                            # s/R in the table

# ---- formula against full solution; printed first, tested below ----
table = []
print("R (angstrom) | full/leading | 1 + c | leading (eV)")
for radius in (100.0, 200.0, 400.0, 1000.0, 2000.0, 4000.0):
    e = r0_A/radius
    ratio = missing_energy(e, broad)/(e/4)
    table.append((radius, ratio, 1 + edge_correction(e)))
    print(f"{radius:7.0f} | {ratio:.5f} | {1 + edge_correction(e):.5f} | "
          f"{coul*r0_A/(4*radius**2):.3e}")
e_last = r0_A/table[-1][0]
narrow = missing_energy(e_last, 0.005, n_basis=650)/(e_last/4)
print(f"last row with narrow charge, s = R/200: {narrow:.5f}")
for radius, ratio, pred in table:
    corr = pred - 1
    assert abs(ratio - 1 - corr) < 2*corr**2  # remainder is of higher order
last_corr = table[-1][2] - 1
assert abs(table[-1][1] - 1 - last_corr) < 0.05*last_corr
small_basis = missing_energy(e_last, broad, n_basis=250)/(e_last/4)
assert abs(small_basis - table[-1][1]) < 0.01*last_corr

# ---- test: Coulomb potential of a basis density, by summing rings ----
r_test, n_test = 0.5, 2


def ring_sum(theta):
    a = np.sin(theta)
    m1 = ((r_test - a)/(r_test + a))**2
    return (4*a*eval_legendre(2*n_test, np.cos(theta))
            * ellipkm1(m1)/(r_test + a))


split = np.arcsin(r_test)
direct = (quad(ring_sum, 0, split, limit=200)[0]
          + quad(ring_sum, split, np.pi/2, limit=200)[0])
diagonal = (np.pi*eval_legendre(2*n_test, 0.0))**2 \
    * eval_legendre(2*n_test, np.sqrt(1 - r_test**2))
assert abs(direct - diagonal) < 1e-6

# ---- test: sum that fixes the outer part of the edge correction ----
l = np.arange(1, 200001, dtype=float)
c_l = np.cumprod(((2*l - 1)/(2*l))**2)
outer_sum = np.sum(np.pi*c_l*l*(2*l + 1)/((2*l - 1)*(l + 1)) - 1/l)
outer_closed = 4*np.log(2) - 8/3
assert abs(outer_sum - outer_closed) < 1e-5   # truncated tail is about 1e-6

# ---- test: small-argument form of the Wiener-Hopf factor ----
e_wh = 1e-3
wh_num = quad(lambda th: np.log1p(e_wh*np.tan(th)), 0, np.pi/2,
              limit=400)[0]/np.pi
wh_formula = e_wh/np.pi*(1 - np.log(e_wh))
assert abs(wh_num/wh_formula - 1) < 1e-3      # next term is of order e_wh

# ---- full solution for the example, convergence, spread of the charge ----
U_flake, x, w, dens_x = solve_flake(eps, s_A/R_A)
U_sheet = sheet_energy(eps, s_A/R_A)
D_num = U_flake - U_sheet
D_more = missing_energy(eps, s_A/R_A, n_basis=550)
assert abs(D_more/D_num - 1) < 1e-4
D_wide = missing_energy(eps, 2*s_A/R_A)
assert abs(D_wide/D_num - 1) < 1e-3           # expected order (s/R)^4

# ---- test: D = (alpha/2) * integral over r > R of E_flake . E_sheet ----
tv, wv = roots_legendre(100)
v_max = 7.0
v, wv = v_max*(tv + 1)/2, v_max*wv/2
r = 1 + v*v
a = np.sqrt(1 - x*x)
gap_ra = (v*v)[:, None] + (x*x/(1 + a))[None, :]
sum_ra = r[:, None] + a[None, :]
m1 = (gap_ra/sum_ra)**2
ring_field = 2/r[:, None]*(ellipkm1(m1)/sum_ra + ellipe(1 - m1)/gap_ra)
E_flake = 1/r**2 + ring_field @ (w*dens_x)


def sheet_field(r):
    """Field of a point charge in the infinite monolayer."""
    return np.pi/(2*eps**2)*(struve(1, r/eps) - y1(r/eps) - 2/np.pi)


alpha = eps/(2*np.pi)
D_identity = alpha/2*np.sum(wv*2*v*2*np.pi*r*E_flake*sheet_field(r))
D_identity += np.pi*alpha/(2*(1 + v_max**2)**2)          # tail beyond r_max
assert abs(D_identity/D_num - 1) < 2e-3       # quadrature near the edge

# ---- test: surroundings of mean permittivity kappa ----
kappa = (1 + 3.9)/2
e = 0.01
ratio_kappa = missing_energy(e, broad, kappa)/(e/(4*kappa**2))
corr_kappa = edge_correction(e/kappa)
assert abs(ratio_kappa - 1 - corr_kappa) < 2*corr_kappa**2

# ---- test: displaced defect, leading term, integral over the outside ----
d_A = 30.0
d = d_A/R_A
outside = dblquad(lambda th, u: u/(1 + (d*u)**2 - 2*d*u*np.cos(th))**2,
                  0, 1, 0, 2*np.pi)[0]
shift_factor = 1/(1 - d*d)**2
assert abs(outside/np.pi - shift_factor) < 1e-6

# ---- test: lowest level of a carrier confined to a disc ----
n_grid = 2000
h = 1/(n_grid + 0.5)
rg = (np.arange(1, n_grid + 1) - 0.5)*h
off = -(np.arange(1, n_grid)*h)/np.sqrt(rg[:-1]*rg[1:])/h**2
level = eigh_tridiagonal(np.full(n_grid, 2/h**2), off, select='i',
                         select_range=(0, 0), eigvals_only=True)[0]
j01 = jn_zeros(0, 1)[0]
assert abs(level/j01**2 - 1) < 1e-4

# ---- sizes in physical units ----
lead = coul*r0_A/(4*R_A**2)
formula = lead*(1 + edge_correction(eps))
full = coul/R_A*D_num
R_five = brentq(lambda y: edge_correction(1/y) - 0.05, 10, 1000)*r0_A
mass, gap, temp, thick, lattice = 0.5, 6.0, 300.0, 3.3, 1.5
kT = const.k*temp/const.e
conf = hb2m*j01**2/(mass*R_A**2)
thermal = quad(lambda k: k*np.exp(-hb2m*k*k/(mass*kT)), 0, 2)[0]/np.pi
carriers = np.pi*R_A**2*thermal*np.exp(-gap/(2*kT))
sub = lead/kappa**2*(1 + edge_correction(eps/kappa))

print(f"charge q = {1:d} e")
print(f"screening length r0 = {r0_A:.1f} angstrom")
print(f"flake radius R = {R_A:.1f} angstrom")
print(f"charge spread s = {s_A:.1f} angstrom")
print(f"e^2/(4 pi eps0) = {coul:.4f} eV angstrom")
print(f"U flake, full solution = {coul/R_A*U_flake:.6f} eV")
print(f"U infinite sheet = {coul/R_A*U_sheet:.6f} eV")
print(f"missing energy, full solution = {full:.6f} eV")
print(f"missing energy, field identity = {coul/R_A*D_identity:.6f} eV")
print(f"missing energy, leading term = {lead:.6f} eV")
print(f"relative edge correction c = {edge_correction(eps):.4f}")
print(f"missing energy, with c = {formula:.6f} eV")
print(f"full/leading = {full/lead:.4f}")
print(f"full/(leading with c) = {full/formula:.4f}")
print(f"relative change, s doubled = {D_wide/D_num - 1:.1e}")
print(f"relative change, larger basis = {D_more/D_num - 1:.1e}")
print(f"E_sheet r^2/q at r = R: {sheet_field(1.0):.4f}")
print(f"outer sum, numerical = {outer_sum:.5f}")
print(f"outer sum, closed form = {outer_closed:.5f}")
print(f"ln K+ at 0.001, numerical = {wh_num:.6e}")
print(f"ln K+ at 0.001, formula = {wh_formula:.6e}")
print(f"R where c = 0.05: {R_five:.0f} angstrom")
print("Effects left out, for the example:")
print(f"substrate: mean permittivity = {kappa:.2f}")
print(f"substrate: missing energy = {sub:.6f} eV")
print(f"substrate test, full/leading = {ratio_kappa:.5f}")
print(f"substrate test, 1 + c = {1 + corr_kappa:.5f}")
print(f"displacement = {d_A:.0f} angstrom")
print(f"displacement: factor on leading term = {shift_factor:.4f}")
print(f"lattice polarisation: assumed factor on r0 = {lattice:.1f}")
print(f"lattice polarisation: leading term = {lead*lattice:.6f} eV")
print(f"layer thickness t = {thick:.1f} angstrom")
print(f"thickness: relative size 2t/(pi R) = {2*thick/(np.pi*R_A):.4f}")
print(f"carrier mass = {mass:.1f} electron masses")
print(f"confinement of a band carrier = {conf:.6f} eV")
print(f"field at the edge q/R^2 = {coul/R_A**2:.6f} V/angstrom")
print(f"temperature = {temp:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"band gap = {gap:.1f} eV")
print(f"thermal electrons in the flake = {carriers:.1e}")
print("OK")
```

Running it gives:

```
R (angstrom) | full/leading | 1 + c | leading (eV)
    100 | 1.21088 | 1.20961 | 3.600e-03
    200 | 1.13107 | 1.12687 | 9.000e-04
    400 | 1.07666 | 1.07447 | 2.250e-04
   1000 | 1.03625 | 1.03562 | 3.600e-05
   2000 | 1.02023 | 1.02002 | 9.000e-06
   4000 | 1.01118 | 1.01111 | 2.250e-06
last row with narrow charge, s = R/200: 1.01200
charge q = 1 e
screening length r0 = 10.0 angstrom
flake radius R = 100.0 angstrom
charge spread s = 2.0 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
U flake, full solution = -3.875961 eV
U infinite sheet = -3.880320 eV
missing energy, full solution = 0.004359 eV
missing energy, field identity = 0.004359 eV
missing energy, leading term = 0.003600 eV
relative edge correction c = 0.2096
missing energy, with c = 0.004354 eV
full/leading = 1.2109
full/(leading with c) = 1.0010
relative change, s doubled = -8.5e-06
relative change, larger basis = -4.0e-07
E_sheet r^2/q at r = R: 0.9735
outer sum, numerical = 0.10592
outer sum, closed form = 0.10592
ln K+ at 0.001, numerical = 2.517366e-03
ln K+ at 0.001, formula = 2.517117e-03
R where c = 0.05: 659 angstrom
Effects left out, for the example:
substrate: mean permittivity = 2.45
substrate: missing energy = 0.000665 eV
substrate test, full/leading = 1.01702
substrate test, 1 + c = 1.01687
displacement = 30 angstrom
displacement: factor on leading term = 1.2076
lattice polarisation: assumed factor on r0 = 1.5
lattice polarisation: leading term = 0.005400 eV
layer thickness t = 3.3 angstrom
thickness: relative size 2t/(pi R) = 0.0210
carrier mass = 0.5 electron masses
confinement of a band carrier = 0.004407 eV
field at the edge q/R^2 = 0.001440 V/angstrom
temperature = 300 K
thermal energy kT = 0.02585 eV
band gap = 6.0 eV
thermal electrons in the flake = 6.8e-50
OK
```
